**Spin and orbital parts of the free-field angular momentum**

The program tests the split $\mathbf J=\mathbf L+\mathbf S$, where $\mathbf S=\varepsilon_0\int\mathbf E\times\mathbf A^\perp d^3r$, $\mathbf L=\varepsilon_0\int E_j(\mathbf r\times\nabla)A^\perp_j d^3r$ and $\mathbf A^\perp$ is the transverse vector potential. On a grid with localized fields it asserts the split, the zero rate of change of $\mathbf S$, the shift of the spin integral when the full potential is used in another gauge, and the mode formulas for both parts. With symbolic differential operators on a transverse test function, evaluated at sample points, it asserts $[S_i,S_j]=0$, $[L_i,S_j]=i\hbar\epsilon_{ijk}S_k$, $[L_i,L_j]=i\hbar\epsilon_{ijk}(L_k-S_k)$ and the rotation algebra of $\mathbf J$; the largest error is about $2\times10^{-15}$ in units with $\hbar=1$. A small Fock space tests the commutator rule for bilinear operators. For a plane wave tilted by 60° from $z$, the output shows that $S_z$ and $L_z$ with parameter 360° reverse the polarization, while a rotation by $J_z$ restores it. For photons with $(j,m)=(1,1),(2,1),(2,2)$ the program asserts a mean $S_z$ of $m\hbar/[j(j+1)]$. A photon from a dipole rotating about $z$ has mean $S_z$ and mean $L_z$ of $\hbar/2$ each, with a standard deviation of $S_z$ of $0.387\,\hbar$.

## Numerical verification

```python
"""Spin and orbital angular momentum of the free electromagnetic field.

Result under test: J = int r x (E x B) splits into
  S = int E x A_t   and   L = int E_j (r x grad) A_t_j,
with A_t the transverse vector potential. In quantum theory
  [S_i,S_j] = 0,  [L_i,S_j] = i eps_ijk S_k,
  [L_i,L_j] = i eps_ijk (L_k - S_k),  [J_i,J_j] = i eps_ijk J_k.
Units: hbar = eps0 = c = 1 unless a printed label says otherwise.
One-photon states are transverse vector functions f(k), k.f = 0.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

x, y, z = sp.symbols("x y z", real=True)
R = (x, y, z)      # position, or wave vector for one-photon functions
r2 = x**2 + y**2 + z**2


def evaluate(exprs, points):
    func = sp.lambdify(R, list(exprs), "numpy", cse=True)
    return np.array([c + 0 * points[0] for c in func(*points)])


def curl(F):
    return [sp.diff(F[(i + 2) % 3], R[(i + 1) % 3])
            - sp.diff(F[(i + 1) % 3], R[(i + 2) % 3]) for i in range(3)]


def r_cross_grad(i, s):
    a, b = R[(i + 1) % 3], R[(i + 2) % 3]
    return a * sp.diff(s, b) - b * sp.diff(s, a)


def cross(a, b):
    return np.cross(a, b, axis=0)


def show(label, v):
    print(label, " ".join(f"{c:.6f}" for c in v))


# ---------- classical localized fields on a grid ----------
n, box = 48, 16.0
step = box / n
axis = (np.arange(n) - n // 2) * step
pos = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
dV = step**3
g = sp.exp(-r2 / 2)
A_sym = curl([y * g, (z + x * z) * g, x * y * g])
E_sym = curl([(x * z + 1) * g, x * g, (y * z - x) * g])
chi = (1 + x * y) * g
A_gauge_sym = [A_sym[i] + sp.diff(chi, R[i]) for i in range(3)]
A, E = evaluate(A_sym, pos), evaluate(E_sym, pos)
B_sym = curl(A_sym)
B = evaluate(B_sym, pos)


def integral(F):
    return F.sum(axis=(1, 2, 3)) * dV


def orbital(potential):
    out = []
    for i in range(3):
        rotated = evaluate([r_cross_grad(i, c) for c in potential], pos)
        out.append(np.sum(E * rotated) * dV)
    return np.array(out)


J_field = integral(cross(pos, cross(E, B)))
S_field = integral(cross(E, A))
L_field = orbital(A_sym)
assert np.allclose(J_field, L_field + S_field, atol=1e-8)
assert np.linalg.norm(S_field) > 0.1

# Conservation: dE/dt = curl B and dA/dt = -E
S_rate = integral(cross(evaluate(curl(B_sym), pos), A) - cross(E, E))
assert np.allclose(S_rate, 0, atol=1e-8)

# Gauge change: the split with the full potential is not invariant
A_gauge = evaluate(A_gauge_sym, pos)
S_full = integral(cross(E, A_gauge))
L_full = orbital(A_gauge_sym)
shift = S_full - S_field
chi_grid = evaluate([chi], pos)[0]
shift_formula = integral(chi_grid * evaluate(curl(E_sym), pos))
assert np.linalg.norm(shift) > 0.1
assert np.allclose(shift, shift_formula, atol=1e-8)
assert np.allclose(L_full + S_full, J_field, atol=1e-8)

# Transverse projection in Fourier space restores the spin
freq = 2 * np.pi * np.fft.fftfreq(n, step)
kvec = np.array(np.meshgrid(freq, freq, freq, indexing="ij"))
w = np.sqrt((kvec**2).sum(axis=0))
w[0, 0, 0] = 1.0     # all field amplitudes vanish at k = 0
khat_grid = kvec / w


def fourier(F):
    return np.fft.fftn(F, axes=(-3, -2, -1))


Ag_k = fourier(A_gauge)
Ag_k = Ag_k - khat_grid * (khat_grid * Ag_k).sum(axis=0)
A_proj = np.fft.ifftn(Ag_k, axes=(-3, -2, -1)).real
S_proj = integral(cross(E, A_proj))
assert np.allclose(S_proj, S_field, atol=1e-8)

# Mode amplitudes and the helicity formula for S
A_k, E_k = fourier(A), fourier(E)
alpha = (np.sqrt(w) * A_k - 1j * E_k / np.sqrt(w)) / np.sqrt(2)
ref = np.array([1, np.sqrt(2), np.sqrt(3)]).reshape(3, 1, 1, 1)
e1 = cross(ref + 0 * kvec, khat_grid)
length = np.sqrt((e1**2).sum(axis=0))
length[0, 0, 0] = 1.0
e1 = e1 / length
e2 = cross(khat_grid, e1)
plus = ((e1 - 1j * e2) * alpha).sum(axis=0) / np.sqrt(2)
minus = ((e1 + 1j * e2) * alpha).sum(axis=0) / np.sqrt(2)
weight = dV / n**3
S_modes = weight * (khat_grid * (abs(plus)**2 - abs(minus)**2)
                    ).sum(axis=(1, 2, 3))
assert np.allclose(S_modes, S_field, atol=1e-8)


def k_cross_gradk(F):
    # grad_k of a Fourier transform is the transform of -i r F
    grad = [fourier(-1j * pos[m] * F) for m in range(3)]
    return [kvec[(i + 1) % 3] * grad[(i + 2) % 3]
            - kvec[(i + 2) % 3] * grad[(i + 1) % 3] for i in range(3)]


DA, DE = k_cross_gradk(A), k_cross_gradk(E)
L_modes = []
for i in range(3):
    D_alpha = (np.sqrt(w) * DA[i] - 1j * DE[i] / np.sqrt(w)) / np.sqrt(2)
    L_modes.append(weight * np.sum(-1j * alpha.conj() * D_alpha).real)
assert np.allclose(L_modes, L_field, atol=1e-8)

print("Localized test field, hbar=eps0=c=1, components x y z")
show("total J from r x (E x B):", J_field)
show("orbital L:", L_field)
show("spin S from E x A_t:", S_field)
show("spin S from helicity modes:", S_modes)
show("spin shift if the full A is used in a new gauge:", shift)
show("spin after transverse projection in that gauge:", S_proj)

# ---------- bilinear operators in a three-mode Fock space ----------
rng = np.random.default_rng(4)
low = np.diag(np.sqrt(np.arange(1, 4)), 1)
one = np.eye(4)
lad = [np.kron(np.kron(low, one), one), np.kron(np.kron(one, low), one),
       np.kron(np.kron(one, one), low)]
total = np.array([i + j + k for i in range(4)
                  for j in range(4) for k in range(4)])
keep = total <= 3     # occupation cutoff is harmless in these sectors


def bilinear(M):
    return sum(M[i, j] * lad[i].T @ lad[j]
               for i in range(3) for j in range(3))


M1, M2 = (rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
          for _ in range(2))
F1, F2 = bilinear(M1), bilinear(M2)
fock_error = (F1 @ F2 - F2 @ F1 - bilinear(M1 @ M2 - M2 @ M1))[:, keep]
assert np.allclose(fock_error, 0, atol=1e-10)

# ---------- one-photon operators on transverse functions ----------


def project(f):
    radial = sum(R[i] * f[i] for i in range(3)) / r2
    return [f[i] - R[i] * radial for i in range(3)]


def spin_matrix_on(i, f):
    out = [sp.Integer(0)] * 3
    out[(i + 1) % 3] = -sp.I * f[(i + 2) % 3]
    out[(i + 2) % 3] = sp.I * f[(i + 1) % 3]
    return out


def S_op(i, f):
    return project(spin_matrix_on(i, f))


def L_op(i, f):
    return project([-sp.I * r_cross_grad(i, c) for c in f])


def J_op(i, f):
    s = spin_matrix_on(i, f)
    return [-sp.I * r_cross_grad(i, f[c]) + s[c] for c in range(3)]


def k_cross(f):
    return [R[(i + 1) % 3] * f[(i + 2) % 3]
            - R[(i + 2) % 3] * f[(i + 1) % 3] for i in range(3)]


points = rng.uniform(0.4, 1.5, size=(3, 5))
f_test = k_cross([x * y + sp.I * z, y**2 - sp.I * x * z + 1,
                  x + sp.I * y * z])


def commutator(P, i, Q, j):
    return (evaluate(P(i, Q(j, f_test)), points)
            - evaluate(Q(j, P(i, f_test)), points))


S_val = [evaluate(S_op(i, f_test), points) for i in range(3)]
L_val = [evaluate(L_op(i, f_test), points) for i in range(3)]
J_val = [evaluate(J_op(i, f_test), points) for i in range(3)]
worst = {"[S,S]": 0.0, "[L,S]": 0.0, "[L,L]": 0.0,
         "[J,S]": 0.0, "[J,J]": 0.0}
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    assert np.allclose(J_val[i], L_val[i] + S_val[i], atol=1e-9)
    errors = {
        "[S,S]": commutator(S_op, i, S_op, j),
        "[L,S]": commutator(L_op, i, S_op, j) - 1j * S_val[k],
        "[L,L]": commutator(L_op, i, L_op, j)
        - 1j * (L_val[k] - S_val[k]),
        "[J,S]": commutator(J_op, i, S_op, j) - 1j * S_val[k],
        "[J,J]": commutator(J_op, i, J_op, j) - 1j * J_val[k]}
    for name, err in errors.items():
        worst[name] = max(worst[name], abs(err).max())
    assert np.allclose(commutator(J_op, i, S_op, i), 0, atol=1e-9)
assert max(worst.values()) < 1e-9
L_failure = abs(commutator(L_op, 0, L_op, 1) - 1j * L_val[2]).max()
assert L_failure > 1e-2
SJ = sum(evaluate(S_op(i, J_op(i, f_test)), points) for i in range(3))
SS = sum(evaluate(S_op(i, S_op(i, f_test)), points) for i in range(3))
f_val = evaluate(f_test, points)
assert np.allclose(SJ, f_val, atol=1e-9)
assert np.allclose(SS, f_val, atol=1e-9)
print("Largest errors of the commutators on a transverse function")
for name, err in worst.items():
    print(f"{name} error: {err:.1e}")
print(f"Largest [Lx,Ly]f - i Lz f on the test points: {L_failure:.4f}")

# ---------- photons of definite j, m: averages over the sphere ----------
nodes, gauss = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(24) / 24
ct, ph = np.meshgrid(nodes, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
sphere = np.array([st * np.cos(ph), st * np.sin(ph), ct])
area = gauss[:, None] * np.full_like(ph, 2 * np.pi / 24)


def mean(f, op_f):
    fv, ov = evaluate(f, sphere), evaluate(op_f, sphere)
    return (np.sum(area * fv.conj() * ov)
            / np.sum(area * abs(fv)**2)).real


print("Photon of definite j, m: mean Sz, Lz, Jz in hbar")
up = x + sp.I * y
for j, m, harmonic in [(1, 1, up), (2, 1, z * up), (2, 2, up**2)]:
    grad = [sp.diff(harmonic, c) for c in R]
    electric, magnetic = project(grad), k_cross(grad)
    mixed = [sp.Rational(3, 5) * a + sp.Rational(4, 5) * sp.I * b
             for a, b in zip(electric, magnetic)]
    for f in (electric, magnetic, mixed):
        sz, lz, jz = (mean(f, op(2, f)) for op in (S_op, L_op, J_op))
        assert np.isclose(sz, m / (j * (j + 1)), atol=1e-10)
        assert np.isclose(lz, m - m / (j * (j + 1)), atol=1e-10)
        assert np.allclose(evaluate(J_op(2, f), sphere),
                           m * evaluate(f, sphere), atol=1e-9)
    print(f"j={j} m={m}: {sz:.6f} {lz:.6f} {jz:.6f}")

dipole = project([sp.Integer(1), sp.I, sp.Integer(0)])
dip_S = mean(dipole, S_op(2, dipole))
dip_L = mean(dipole, L_op(2, dipole))
dip_J = mean(dipole, J_op(2, dipole))
dip_S2 = mean(dipole, S_op(2, S_op(2, dipole)))
spread = np.sqrt(dip_S2 - dip_S**2)
total_S2 = sum(mean(dipole, S_op(i, S_op(i, dipole))) for i in range(3))
assert np.isclose(dip_J, 1) and np.isclose(dip_S + dip_L, dip_J)
assert np.isclose(dip_S2, 2 / 5) and np.isclose(total_S2, 1)
print("Photon from a dipole rotating about z (j=1, m=1)")
print(f"mean Sz: {dip_S:.6f} hbar")
print(f"mean Sz in SI: {dip_S * hbar:.6e} J s")
print(f"mean Lz: {dip_L:.6f} hbar")
print(f"mean Jz: {dip_J:.6f} hbar")
print(f"mean Sz^2: {dip_S2:.6f} hbar^2")
print(f"standard deviation of Sz: {spread:.6f} hbar")
print(f"mean S.S: {total_S2:.6f} hbar^2")

# ---------- finite transformations of a tilted plane wave ----------
tilt = np.radians(60)
s, c = np.sin(tilt), np.cos(tilt)
khat = np.array([s, 0, c])
pol = np.array([0.0, 1.0, 0.0])
eps = np.zeros((3, 3, 3))
for i in range(3):
    eps[i, (i + 1) % 3, (i + 2) % 3] = 1
    eps[i, (i + 2) % 3, (i + 1) % 3] = -1
Sigma = -1j * eps
P = np.eye(3) - np.outer(khat, khat)
PS = [P @ M @ P for M in Sigma]
helicity = np.einsum("i,ijk->jk", khat, Sigma)
bare = Sigma[0] @ Sigma[1] - Sigma[1] @ Sigma[0]
cut = PS[0] @ PS[1] - PS[1] @ PS[0]
assert np.allclose(bare, 1j * Sigma[2])
assert np.allclose(cut, 0, atol=1e-12)
for i in range(3):
    assert np.allclose(PS[i], khat[i] * helicity)


def turn(vector, angle, about):
    return Rotation.from_rotvec(angle * np.asarray(about)).apply(vector)


def transport(angle):
    # Flow of Lz: k moves on its cone, polarization stays transverse
    def rate(t, e):
        kt = np.array([s * np.cos(t), s * np.sin(t), c])
        dk = np.array([-s * np.sin(t), s * np.cos(t), 0])
        return -kt * (dk @ e)
    return solve_ivp(rate, (0, angle), pol, rtol=1e-10,
                     atol=1e-12).y[:, -1]


print(f"Plane wave tilted from z by {np.degrees(tilt):.1f} deg")
for theta in (np.pi / 2, 2 * np.pi):
    by_spin = expm(-1j * theta * PS[2]) @ pol
    assert np.allclose(by_spin, turn(pol, theta * c, khat), atol=1e-10)
    by_orbit = transport(theta)
    expected = turn(turn(pol, -theta * c, khat), theta, [0, 0, 1])
    assert np.allclose(by_orbit, expected, atol=1e-7)
    by_J = turn(pol, theta, [0, 0, 1])
    sine = khat @ np.cross(pol, by_spin.real)
    angle = np.degrees(np.arctan2(sine, pol @ by_spin.real))
    print(f"parameter theta: {np.degrees(theta):.1f} deg")
    print(f"  size of polarization turn by Sz: {abs(angle):.4f} deg")
    show("  initial polarization:", pol)
    show("  polarization after Sz action:", by_spin.real)
    show("  polarization after Lz action:", by_orbit)
    show("  polarization after Jz rotation:", by_J)
assert np.allclose(by_spin, -pol, atol=1e-9)
assert np.allclose(by_orbit, -pol, atol=1e-7)
assert np.allclose(by_J, pol, atol=1e-9)

print("tests ok")
```

Output:

```
Localized test field, hbar=eps0=c=1, components x y z
total J from r x (E x B): -1.392082 -3.480205 3.480205
orbital L: 0.000000 -2.784164 0.696041
spin S from E x A_t: -1.392082 -0.696041 2.784164
spin S from helicity modes: -1.392082 -0.696041 2.784164
spin shift if the full A is used in a new gauge: 4.872287 2.784164 1.392082
spin after transverse projection in that gauge: -1.392082 -0.696041 2.784164
Largest errors of the commutators on a transverse function
[S,S] error: 7.0e-16
[L,S] error: 9.2e-16
[L,L] error: 1.6e-15
[J,S] error: 7.1e-16
[J,J] error: 1.9e-15
Largest [Lx,Ly]f - i Lz f on the test points: 3.1393
Photon of definite j, m: mean Sz, Lz, Jz in hbar
j=1 m=1: 0.500000 0.500000 1.000000
j=2 m=1: 0.166667 0.833333 1.000000
j=2 m=2: 0.333333 1.666667 2.000000
Photon from a dipole rotating about z (j=1, m=1)
mean Sz: 0.500000 hbar
mean Sz in SI: 5.272859e-35 J s
mean Lz: 0.500000 hbar
mean Jz: 1.000000 hbar
mean Sz^2: 0.400000 hbar^2
standard deviation of Sz: 0.387298 hbar
mean S.S: 1.000000 hbar^2
Plane wave tilted from z by 60.0 deg
parameter theta: 90.0 deg
  size of polarization turn by Sz: 45.0000 deg
  initial polarization: 0.000000 1.000000 0.000000
  polarization after Sz action: -0.353553 0.707107 0.612372
  polarization after Lz action: -0.707107 0.353553 -0.612372
  polarization after Jz rotation: -1.000000 0.000000 0.000000
parameter theta: 360.0 deg
  size of polarization turn by Sz: 180.0000 deg
  initial polarization: 0.000000 1.000000 0.000000
  polarization after Sz action: 0.000000 -1.000000 -0.000000
  polarization after Lz action: 0.000000 -1.000000 -0.000000
  polarization after Jz rotation: 0.000000 1.000000 0.000000
tests ok
```
